# The four Ramsey couplings from one Dirac hyperfine operator

## A free electron in a constant vector potential

Take one free electron with charge $-1$, in Hartree atomic units, in a constant vector potential $\mathbf A$. Its Dirac Hamiltonian is

$$h=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+\beta c^2 ,\qquad 
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\ \boldsymbol\sigma&0\end{pmatrix},\quad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

The field enters linearly; there is no $A^2$ term. The canonical momentum $\mathbf p$ is conserved, and we set it to zero. Because the matrices $\alpha_x,\alpha_y,\alpha_z,\beta$ anticommute and square to one, $h^2=c^2A^2+c^4$. The positive energy, less the rest energy, is

$$\sqrt{c^4+c^2A^2}-c^2=\tfrac12A^2-\frac{A^4}{8c^2}+\dots$$

The nonrelativistic diamagnetic energy $\tfrac12A^2$ has appeared. Perturbation theory shows its origin. At $\mathbf p=0$ the unperturbed positive-energy states have only upper components, and the negative-energy states only lower ones. The perturbation $c\,\boldsymbol\alpha\cdot\mathbf A$ joins upper to lower components, so it connects the electron to negative-energy states alone. The squared matrix elements add up to $c^2A^2$, the energy difference is $c^2-(-c^2)=2c^2$, and the second-order energy is

$$\frac{c^2A^2}{2c^2}=\tfrac12A^2 .$$

The sign is positive because the intermediate states lie below the electron. The large gap does not suppress the term, since the matrix element also grows as $c$. If $\mathbf A=\mathbf A_K+\mathbf A_L$ has two sources, the part bilinear in them is $\mathbf A_K\cdot\mathbf A_L$.

## The molecular problem

Let independent electrons fill a closed shell in a common local potential $V$ that is real, spin-independent and bounded. With the rest energy removed,

$$h=c\,\boldsymbol\alpha\cdot(\mathbf p+\mathbf A)+(\beta-1)c^2+V .$$

A nuclear magnetic moment $\boldsymbol\mu_K$ produces, at position $\mathbf r_K$ relative to nucleus $K$,

$$\mathbf A_K=\frac{1}{c^2}\frac{\boldsymbol\mu_K\times\mathbf r_K}{r_K^3}.$$

The hyperfine operator is therefore

$$h_K=c\,\boldsymbol\alpha\cdot\mathbf A_K
=\frac1c\,\boldsymbol\mu_K\cdot\frac{\mathbf r_K\times\boldsymbol\alpha}{r_K^3}
=-\frac1c\,\boldsymbol\mu_K\cdot\frac{\boldsymbol\alpha\times\mathbf r_K}{r_K^3},$$

where the cyclic property of the triple product was used. We seek the energy $E_{KL}$ bilinear in the moments of two different nuclei, written as

$$E_{KL}=\frac1{c^4}\sum_{uv}\mu_{K,u}\,\mu_{L,v}\,K_{uv}.$$

A point dipole needs care. Near it $A_K^2\propto r_K^{-4}$, so the norm of $\mathbf A_K\varphi$ contains $\int r^2r^{-4}dr$, which diverges at the origin. We give each dipole an extent $b$ by replacing $r^{-3}$ with $R^{-3}$, where $R^2=r^2+b^2$. The limit $c\to\infty$ is taken first, at fixed $b$ and fixed $\mathbf A$ (fixed $\boldsymbol\mu/c^2$); $b\to0$ comes afterwards. A smooth field couples the occupied orbitals only weakly to momenta of order $c$, and these are neglected.

## First derivation: sums over Dirac states

The energy is the sum of the occupied perturbed eigenvalues. In second order each contains $|\langle s|h_K+h_L|i\rangle|^2/(\varepsilon_i-\varepsilon_s)$. Keeping the two mixed products gives

$$E_{KL}=\sum_i\sum_s\frac{2\,\mathrm{Re}\,\langle i|h_K|s\rangle\langle s|h_L|i\rangle}{\varepsilon_i-\varepsilon_s}.$$

If $i$ and $s$ are both occupied, exchanging them leaves the numerator unchanged and reverses the denominator, so the pair cancels. Within a degenerate occupied level, the sum of eigenvalues is a trace and is unaffected by the coupling inside the level. Hence $s$ runs over empty positive-energy states and all negative-energy states.

A filled negative-energy sea gives the same expression. The energy of sea plus electrons, minus that of the sea in the same fields, is again the sum of the occupied perturbed eigenvalues. In that picture, an electron in $i$ blocks the excitation of a sea electron $s$ into $i$. This removes an energy $|\langle i|h|s\rangle|^2/(\varepsilon_s-\varepsilon_i)$, which is the same as adding $|\langle i|h|s\rangle|^2/(\varepsilon_i-\varepsilon_s)$.

### Positive-energy states

Write an unperturbed state as an upper part $\varphi$ and a lower part $\chi$. The lower line of the Dirac equation is

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi=\varepsilon\chi .$$

For $|\varepsilon-V|\ll c^2$ it gives

$$\chi=\frac{1}{2c^2+\varepsilon-V}\,c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi
\simeq\frac{\boldsymbol\sigma\cdot\mathbf p\,\varphi}{2c}.$$

Inserted in the upper line, this yields the Schrödinger equation $(p^2/2+V)\varphi=\varepsilon\varphi$ at leading order. The perturbation joins upper to lower parts:

$$\langle i|h_K|a\rangle=c\langle\varphi_i|\boldsymbol\sigma\cdot\mathbf A_K|\chi_a\rangle+c\langle\chi_i|\boldsymbol\sigma\cdot\mathbf A_K|\varphi_a\rangle$$

$$\to\tfrac12\langle\varphi_i|\,\boldsymbol\sigma\cdot\mathbf A_K\,\boldsymbol\sigma\cdot\mathbf p+\boldsymbol\sigma\cdot\mathbf p\,\boldsymbol\sigma\cdot\mathbf A_K\,|\varphi_a\rangle .$$

The factor $c$ has cancelled. Now use $\boldsymbol\sigma\cdot\mathbf u\,\boldsymbol\sigma\cdot\mathbf v=\mathbf u\cdot\mathbf v+i\boldsymbol\sigma\cdot(\mathbf u\times\mathbf v)$, keeping the operator order. With $\mathbf p=-i\nabla$ and $\mathbf B=\nabla\times\mathbf A$,

$$\mathbf p\cdot(\mathbf A\varphi)=\mathbf A\cdot\mathbf p\varphi-i(\nabla\cdot\mathbf A)\varphi,\qquad
\mathbf p\times(\mathbf A\varphi)=-i\mathbf B\varphi-\mathbf A\times\mathbf p\varphi .$$

The smoothed potential is a curl, $c^2\mathbf A=\nabla\times(\boldsymbol\mu/R)$, because $\nabla(1/R)\times\boldsymbol\mu=-\mathbf r\times\boldsymbol\mu/R^3=\boldsymbol\mu\times\mathbf r/R^3$. Its divergence vanishes. The scalar parts add to $2\mathbf A\cdot\mathbf p$, and the vector parts to $i\boldsymbol\sigma\cdot(-i\mathbf B)=\boldsymbol\sigma\cdot\mathbf B$. The effective operator is

$$\tfrac12\{\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf A\}=\mathbf A\cdot\mathbf p+\tfrac12\boldsymbol\sigma\cdot\mathbf B .$$

The first term is the paramagnetic spin–orbit operator (PSO). With $\mathbf l=\mathbf r\times\mathbf p$ about the nucleus, it is $\boldsymbol\mu\cdot\mathbf l/(c^2R^3)$.

To resolve the second term, use $\nabla\times\nabla\times(\boldsymbol\mu g)=\nabla(\boldsymbol\mu\cdot\nabla g)-\boldsymbol\mu\nabla^2g$ with $g=1/R$. The derivatives are

$$\partial_u\partial_w\frac1R=-\frac{\delta_{uw}}{R^3}+\frac{3r_ur_w}{R^5},\qquad
\nabla^2\frac1R=-\frac3{R^3}+\frac{3r^2}{R^5}=-\frac{3b^2}{R^5}.$$

Writing $-\boldsymbol\mu/R^3=-\boldsymbol\mu(r^2+b^2)/R^5$ and collecting terms,

$$c^2\mathbf B=\frac{2b^2}{R^5}\boldsymbol\mu+\frac{3\mathbf r(\mathbf r\cdot\boldsymbol\mu)-r^2\boldsymbol\mu}{R^5}.$$

The first part gives the Fermi-contact operator (FC). It shrinks onto the nucleus as $b\to0$, and its weight is

$$8\pi b^2\int_0^\infty\frac{r^2dr}{(r^2+b^2)^{5/2}}
=8\pi b^2\left[\frac{r^3}{3b^2(r^2+b^2)^{3/2}}\right]_0^\infty=\frac{8\pi}3 ,$$

so it becomes $(8\pi/3)\boldsymbol\mu\,\delta(\mathbf r)$. The second part tends to the ordinary dipole field and gives the spin–dipolar operator (SD).

For a closed shell, let $j$ number the doubly occupied spatial orbitals and $a$ the empty ones, all chosen real. Summing over spins produces traces: $\mathrm{tr}\,1=2$, $\mathrm{tr}\,\sigma_w=0$ and $\mathrm{tr}\,\sigma_w\sigma_{w'}=2\delta_{ww'}$. The second removes products of orbital and spin operators. In the spin part, two factors $\tfrac12$, the trace 2 and the prefactor 2 multiply to one. Thus

$$E^{(+)}_{KL}=\sum_{ja}\frac{4\,\mathrm{Re}\langle j|\mathbf A_K\cdot\mathbf p|a\rangle\langle a|\mathbf A_L\cdot\mathbf p|j\rangle+\sum_w\langle j|B_{K,w}|a\rangle\langle a|B_{L,w}|j\rangle}{\varepsilon_j-\varepsilon_a}.$$

Splitting $\mathbf B$ gives FC–FC, SD–SD and a mixed FC–SD part. The isotropic coupling is $\tfrac13\sum_uK_{uu}$. In it the contact field, proportional to $\delta_{uw}$, selects the trace of the dipole field, $(3r^2-3r^2)/R^5=0$. The mixed part therefore affects only the anisotropy.

### Negative-energy states

These states are mainly lower-component: the upper Dirac line gives $\varphi_s\simeq-\boldsymbol\sigma\cdot\mathbf p\,\chi_s/(2c)$. Consequently

$$\langle i|h_K|s\rangle=c\langle\varphi_i|\boldsymbol\sigma\cdot\mathbf A_K|\chi_s\rangle+O(c^{-1}),\qquad
\varepsilon_i-\varepsilon_s=2c^2[1+O(c^{-2})].$$

The correction to the matrix element contains two small components and is smaller by $c^{-2}$. Completeness of all Dirac states, restricted to the lower components, reads $\sum_-\chi_s\chi_s^\dagger+\sum_+\chi_a\chi_a^\dagger=1$, and the second sum is of order $c^{-2}$. The negative-energy states can therefore be summed by closure:

$$E^{(-)}_{KL}=\sum_i\frac{2c^2}{2c^2}\mathrm{Re}\langle\varphi_i|\boldsymbol\sigma\cdot\mathbf A_K\,\boldsymbol\sigma\cdot\mathbf A_L|\varphi_i\rangle
=\sum_i\langle\varphi_i|\mathbf A_K\cdot\mathbf A_L|\varphi_i\rangle .$$

In the last step the real part averages the two operator orders, and $i\boldsymbol\sigma\cdot(\mathbf A_K\times\mathbf A_L)$ cancels against its reverse. This is the diamagnetic spin–orbit coupling (DSO). From $(\mathbf e_u\times\mathbf r_K)\cdot(\mathbf e_v\times\mathbf r_L)$ its tensor is

$$K^{\rm DSO}_{uv}=\sum_i\left\langle\varphi_i\left|\frac{\delta_{uv}\,\mathbf r_K\cdot\mathbf r_L-r_{K,v}\,r_{L,u}}{R_K^3R_L^3}\right|\varphi_i\right\rangle .$$

For $K\ne L$ the point limit is finite, since near either nucleus the integrand grows only as $r^{-2}$. For $K=L$ the diagonal elements diverge as $b\to0$ if the electron density at the nucleus is nonzero.

## Second derivation: eliminating the lower component in the field

Now keep the nuclear fields from the start and make no use of negative-energy states. Let $\boldsymbol\pi=\mathbf p+\mathbf A$, with $\mathbf A=\mathbf A_K+\mathbf A_L$. The two lines of the Dirac equation are

$$V\varphi+c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\chi=\varepsilon\varphi,\qquad
c\,\boldsymbol\sigma\cdot\boldsymbol\pi\,\varphi+(V-2c^2)\chi=\varepsilon\chi .$$

Solving the second for $\chi$ and inserting it in the first gives

$$\left[V+\boldsymbol\sigma\cdot\boldsymbol\pi\,\frac{c^2}{2c^2+\varepsilon-V}\,\boldsymbol\sigma\cdot\boldsymbol\pi\right]\varphi=\varepsilon\varphi .$$

For an eigenvalue near the nonrelativistic ones, the fraction is $\tfrac12[1-(\varepsilon-V)/(2c^2)+\dots]$. Its leading term leaves an ordinary eigenvalue problem with the Hamiltonian

$$\tfrac12(\boldsymbol\sigma\cdot\boldsymbol\pi)^2+V
=\tfrac12p^2+V+\tfrac12\{\boldsymbol\sigma\cdot\mathbf p,\boldsymbol\sigma\cdot\mathbf A\}+\tfrac12(\boldsymbol\sigma\cdot\mathbf A)^2$$

$$=\tfrac12p^2+V+\mathbf A\cdot\mathbf p+\tfrac12\boldsymbol\sigma\cdot\mathbf B+\tfrac12A^2 .$$

The anticommutator was evaluated above, and $(\boldsymbol\sigma\cdot\mathbf A)^2=A^2$ because $\mathbf A\times\mathbf A=0$. An explicit quadratic term is now present. Bilinear energies arise in two ways. The term $\tfrac12(\mathbf A_K+\mathbf A_L)^2$ contributes $\mathbf A_K\cdot\mathbf A_L$ in first order, which is DSO. The linear terms contribute in second order, with Schrödinger orbitals as intermediate states. Their matrix elements and denominators are those of $E^{(+)}_{KL}$, so they give PSO, FC, SD and the FC–SD anisotropy. The total is $E^{(+)}_{KL}+E^{(-)}_{KL}$, as before.

## Two dipoles in a model well

Let two electrons occupy the lowest orbital of $V=-8\exp(-r^2/16)$. Dipoles with $b=0.8$ bohr lie on the $z$ axis at $\pm0.5$ bohr. These are model parameters and describe no real molecule.

The orbitals were expanded in three-dimensional oscillator functions with up to 8 quanta. Integrals were taken on a uniform grid of spacing 0.2 bohr, and the Hamiltonian matrix was diagonalized. The lowest orbital energy is $-6.559$ hartree and the next is $-5.640$ hartree. The couplings in this basis, in atomic units, are:

| Term | $K_{xx}=K_{yy}$ | $K_{zz}$ | Isotropic |
|---|---:|---:|---:|
| PSO | 0.0319 | 0.0000 | 0.0212 |
| FC | −0.0113 | −0.0113 | −0.0113 |
| SD | −0.0081 | 0.0117 | −0.0015 |
| FC–SD | 0.0380 | −0.0760 | 0.0000 |
| DSO | 0.0670 | 0.1680 | 0.1006 |

The zero in the PSO row follows from symmetry: a rotation about $z$ leaves the lowest orbital unchanged, so $l_z$ annihilates it. The positive $K_{zz}$ of DSO follows from its numerator, which for $u=v=z$ is $x^2+y^2$. For $u=v=x$ the numerator is $y^2+z^2-0.25$, which is negative within 0.5 bohr of the $x$ axis.

Parity explains how the signs of PSO and FC can differ. Inversion exchanges the dipoles and leaves the lowest orbital unchanged. The matrix elements for $K$ and $L$ thus agree for even intermediate states and have opposite signs for odd ones. Since $\varepsilon_0-\varepsilon_a<0$, even states contribute negatively and odd states positively to the diagonal PSO and FC couplings. The table shows that odd states prevail in PSO and even states in FC. In FC the margin is narrow: even states give $-0.078$ and odd states $+0.067$ in this basis, so the sign of FC belongs to this choice of parameters.

The isotropic sum is

$$0.0212-0.0113-0.0015+0.1006=0.109 .$$

For two protons, with gyromagnetic ratio $\gamma=1.521\times10^{-3}$ a.u., the conversion factor $\gamma^2/c^4$, expressed as a frequency, is 43.17 Hz per atomic unit of $K$. Hence $J\simeq0.109\times43.17\simeq4.7$ Hz in this basis. With only 6 quanta, FC is $-0.0127$, SD is $-0.0020$ and the total is 0.107. Relative to the 8-quanta values, FC changes by about 12%, SD by about a third and the total by about 2%, so the two small spin terms are not converged. The change from 6 to 8 quanta is no bound on the error that remains. With 20 to 30 quanta the isotropic terms settle near $-0.00975$ for FC and $-0.0009$ for SD, about 14% and 40% smaller in magnitude than the 8-quanta values, while PSO and DSO move by less than 0.0001; $K_{zz}$ of FC–SD moves from $-0.0760$ to about $-0.078$. The total becomes 0.111 and $J\simeq4.8$ Hz.

The Dirac matrix was diagonalized with the same upper functions and with lower functions of up to 10 quanta. This lower space contains $\boldsymbol\sigma\cdot\mathbf p$ acting on every upper function. Separate isotropic sums over the two kinds of states gave:

| $c$ (a.u.) | Positive | Negative |
|---:|---:|---:|
| 34.26 | 0.008680 | 0.100540 |
| 68.52 | 0.008529 | 0.100721 |
| 137.04 | 0.008491 | 0.100767 |

The extra digits serve to compare calculations in the same finite basis. The second doubling of $c$ changes each sum about a quarter as much as the first, as expected for a $c^{-2}$ correction. Removing that correction from the last two rows gives

$$\frac{4(0.008491)-0.008529}{3}=0.008478,\qquad
\frac{4(0.100767)-0.100721}{3}=0.100782 .$$

The first equals the sum of PSO, FC and SD in this basis. The second exceeds the directly integrated DSO value, 0.100638, by 0.14% of that value. This mean hides larger differences of opposite sign in the components: $K_{xx}$ lies 0.8% above its directly integrated value and $K_{zz}$ 0.4% below. The cause is the finite lower-component space: closure restricted to that space gives 0.100782. The same closure with 4, 6 and 8 quanta gives 0.0959, 0.1001 and 0.1008. The mean hardly moves from 8 to 10 quanta only because errors of opposite sign cancel in it: the component errors fall from $+1.6\%$ and $-1.0\%$ to $+0.8\%$ and $-0.4\%$, and with 16 quanta both are below 0.1%.

At the physical $c$ and in this basis, omitting the negative-energy states would leave 0.0085 of a coupling of 0.109. In a converged basis the nonrelativistic figures are 0.0106 of 0.111. The negative-energy states supply most of the result for $b=0.8$ bohr, but this balance depends on the wide dipoles, which suppress the contact term. In the same well the DSO share of the isotropic coupling falls from 90% at $b=0.8$ to 43% at $b=0.2$ and 25% at $b=0.05$ bohr; FC is positive at $b=0.4$ and is the largest term at $b=0.1$ and 0.05 bohr. The table is therefore no guide to the relative size of the terms for point-like nuclei.

The approach to a point contact field can be followed separately. For the orbital $\pi^{-3/4}e^{-r^2/2}$ and a dipole 0.5 bohr from its centre, radial quadrature gives the contact integral as 0.950, 0.9989 and 0.99998 of its point value for $b=0.1$, 0.01 and 0.001 bohr.

## What each derivation assumes

Both derivations assume independent electrons, a potential and orbital energies small compared with $c^2$, and fields smooth on the length $1/c$. The relative corrections are then of order $c^{-2}$. Close to a heavy nucleus $|V|$ is no longer small compared with $c^2$, and the four-term form loses accuracy. Interacting electrons would need a further argument about the many-electron negative-energy contributions.

The first derivation also assumes that the intermediate states are complete, in particular that the lower components can represent $\boldsymbol\sigma\cdot\mathbf A_K\varphi$. A basis built only to represent $\boldsymbol\sigma\cdot\mathbf p\,\varphi$ need not do so. The second derivation needs no sum over negative-energy states, though it still sums over all empty Schrödinger orbitals. It assumes instead that the lower component follows the upper one in the presence of the field:

$$\chi\simeq\frac{\boldsymbol\sigma\cdot(\mathbf p+\mathbf A)\varphi}{2c}.$$

This relation connects the two accounts. In the first, the field mixes negative-energy states into the electron's state with amplitudes $\langle s|h|i\rangle/(2c^2)$. By closure, their sum has the lower component

$$\frac{c\,\boldsymbol\sigma\cdot\mathbf A\,\varphi}{2c^2}=\frac{\boldsymbol\sigma\cdot\mathbf A\,\varphi}{2c},$$

which is the field-dependent part of the relation above. The second derivation includes this adjustment before perturbation theory begins, and so finds DSO as an expectation value. The statement that DSO comes from negative-energy states thus refers to the states of the Hamiltonian without nuclear fields. The total coupling does not depend on that choice of description.
